How a larger sticking probability sharpens the coverage front in deep pores

A precursor gas is admitted for a tenth of a second to a surface containing a pore 100 nm wide and many micrometres deep. Molecules wander down the pore from wall to wall and occasionally stick, and each wall site can take only one. When the gas is removed, the upper part of the pore is coated and the lower part is bare. If the precursor is replaced by one that sticks ten times more readily, with the same pulse, where does the coating end?

A natural answer is that it ends much higher up, because a molecule that sticks more readily is caught sooner. The opposite answer also has its logic: a more reactive molecule coats faster, so the coating should reach much deeper. Both rest on true statements. On a bare wall, a larger sticking probability does shorten the distance a molecule travels, and at very small doses it does increase the amount adsorbed. Neither describes a long pulse, in which most of the journey passes over wall that is already full.

**The model**

The pore is a long cylinder of diameter d whose end is not reached. Molecules hit the wall far more often than each other. Those that do not stick leave in random directions, with the cosine distribution. A molecule striking a wall of coverage θ sticks with probability β(1 − θ) and then stays. The gas density at the mouth is held at n0, and narrowing of the pore by the film is neglected.

The diffusion coefficient follows from the flights between wall collisions. Let μ be the cosine of the angle between a flight and the pore axis, and α the angle, seen in cross-section, between the flight and the inward normal. The flight crosses a chord of length d cos α and advances along the axis by

z = d cos α · μ/√(1 − μ²).

The cosine distribution gives the weight √(1 − μ²) cos α/π per dμ dα, so

⟨z²⟩ = (d²/π) ∫ μ²/√(1 − μ²) dμ · ∫ cos³α dα = (d²/π)(π/2)(4/3) = 2d²/3,

with μ from −1 to 1 and α from −π/2 to π/2. At density n and mean speed v, the wall receives nv/4 molecules per area and time. A cylinder has wall area 4/d per volume, so each molecule makes v/d collisions per unit time. Successive flights are independent with zero mean, their variances add, and D is half the variance gained per unit time:

D = ½ (2d²/3)(v/d) = dv/3.

Let s be the wall area per site and c = n/n0. Time is measured by the exposure E = s n0 v t/4, the number of impingements per site at the mouth. The site balance is

∂θ/∂E = β(1 − θ)c.

The gas balance is ∂n/∂t = D ∂²n/∂x² − (v/d)β(1 − θ)n. Dividing by n0 v/d gives

ε ∂c/∂E = (d²/3) ∂²c/∂x² − β(1 − θ)c, with ε = s n0 d/4.

Here ε is the number of gas molecules in a full pore per wall site.

**Integrating over the pulse**

Define Φ(x) = β∫c dE over the pulse. The site balance is then solved by θ = 1 − exp(−Φ). In the gas balance, the last term is −∂θ/∂E. Integrating from an empty, bare pore gives

λ² Φ″ = θ + εc, with λ = d/√(3β).

Since c ≤ 1, the stored gas contributes at most ε, which is about 10⁻⁵ in the example below, and it is dropped:

λ² Φ″ = 1 − exp(−Φ).

Multiply by Φ′ and integrate. Far down the pore Φ and Φ′ vanish, which fixes the constant:

½ λ² Φ′² = Φ − 1 + exp(−Φ).

Φ decreases with depth, so the negative root applies:

λΦ′ = −g(Φ), g(Φ) = √(2[Φ − 1 + exp(−Φ)]).

At the mouth c = 1 and Φ = βE. The depth at which Φ has a given value is therefore

x = λ ∫ dφ/g(φ), from φ = Φ(x) to φ = βE.

**Where the coating ends**

A measure of depth that needs no threshold is U = ∫θ dx, the length of fully coated wall holding the same number of molecules. Since θ = λ²Φ″,

U = −λ²Φ′(0) = λ g(βE).

Because 2λ²βE = 2d²E/3, this is

U = d√(2E/3) · √(1 − [1 − exp(−βE)]/(βE)).

The first factor does not contain β. The second is below one and tends to one as βE grows. At βE = 10 it is about 0.95, so beyond that point no increase in sticking can add more than about 5 % to U at the same exposure. What must be large for the depth to stop responding is thus βE, not β alone.

The opposite limit shows where the second intuition comes from. For βE ≪ 1, g(βE) ≈ βE, and U ≈ λβE = dE√(β/3). If β is also of order 0.01 or less, the amount adsorbed then grows nearly as √β, while its decay length λ shrinks. When straight flights are followed, the exponent is 0.45 between β = 0.003 and 0.01 but only 0.38 between 0.03 and 0.1. The growth cannot continue up to β = 1, because the molecules entering through the mouth could coat at most a length dE/4.

The depth of half coverage, x50, has Φ = ln 2. For large φ,

1/g(φ) ≈ 1/√(2φ) + 1/(2√2 φ^(3/2)).

Subtract 1/√(2φ) from the integrand and add its integral back. With

C = √(2 ln 2) − ∫ [1/g(φ) − 1/√(2φ)] dφ, from ln 2 to infinity,

the part of this integral beyond βE must be removed again. To leading order it is 1/√(2βE), so

x50 ≈ d√(2E/3) − Cλ − λ/√(2βE).

Numerical quadrature gives C = 0.161. In diffusion theory, the half-coverage point therefore lies less than 0.3 λ behind a limit that does not depend on β, once βE exceeds 30.

**What sticking does change**

Since Φ = −ln(1 − θ), coverages of 90 % and 10 % correspond to Φ = 2.303 and Φ = 0.105. Quadrature of 1/g between them gives the front width

w = 3.45 λ = 3.45 d/√(3β),

provided the mouth coverage exceeds 90 %. Tenfold sticking divides this width by √10 = 3.16.

Why does greater sticking not use up the gas earlier? Differentiate the depth integral with respect to E at fixed x. The upper limit changes at rate β and the lower limit at rate βc, so

0 = β/g(βE) − βc/g(Φ), and hence c = g(Φ)/g(βE).

At half coverage the numerator is a fixed number, while for βE ≫ 1 the denominator grows as √β. The gas at the front thins as β^(−1/2), and the front narrows by the same factor. The total capture rate scales as β times density times width, which does not change.

The supply sets that rate. Differentiating U² = 2λ²[βE − 1 + exp(−βE)] and using λ²β = d²/3 gives

dU/dE = (d²/3)[1 − exp(−βE)]/U.

For βE ≫ 1 this is diffusion through a coated length U to a sink at its end. A better sink cannot draw more than the coated length lets through.

**A 100 nm pore**

Take round parameters: a pressure of 10 Pa, 500 K, a molecular mass of 100 u, 4 sites per nm² and a 0.1 s pulse. For a molecular diameter of 0.6 nm the mean free path in the pure precursor is 432 µm, far above d. A nitrogen carrier gas would shorten it to about 44 µm at 100 Pa and about 4 µm at 1000 Pa, where it is comparable with the coated depth and cuts off the long flights discussed below. The mouth flux is

n0 v/4 = p/√(2πmkT) = 1.178 × 10²³ m⁻² s⁻¹,

so E = 1.178 × 10²³ × 0.1/(4 × 10¹⁸) ≈ 2946. The limiting depth is

d√(2E/3) = 0.1 µm × √1964 = 4.43 µm.

With everything except β held fixed, diffusion theory gives, in µm:

β = 0.01: U = 4.36, x50 = 4.26, w = 1.99, 1 % coverage at 6.77
β = 0.1: U = 4.42, x50 = 4.40, w = 0.63, 1 % coverage at 5.19
β = 1: U = 4.43, x50 = 4.42, w = 0.20, 1 % coverage at 4.67

A hundredfold increase in sticking raises U by 1.7 % and x50 by 3.7 %, while the front becomes ten times narrower. In this theory the gas density at half coverage falls from 8.2 % to 0.81 % of its mouth value, as the mechanism requires.

The last entry in each line shows what is right in the first intuition. Ahead of the front Φ is small, g(Φ) ≈ Φ, and in diffusion theory coverage decays as exp(−x/λ); far enough ahead, long straight flights replace this by a slower decay, as shown below. A depth defined by a trace of coating includes this tail. Here diffusion theory shortens it by 31 %, and the straight-flight calculation below by 21 %. Two measurements with different thresholds can therefore disagree about the effect of sticking.

At weak sticking the plateau is lost. For β = 0.0001, βE is 0.29, the mouth itself is only 26 % covered and U = 1.62 µm. For β = 0.001, βE is 2.9 and U = 3.65 µm, which is 2.25 times as much.

**When the front is as narrow as the pore**

At β = 1, λ is 0.58 d. Diffusion theory then describes changes over less than the root-mean-square axial advance of a single flight, √(2/3) d = 0.82 d, which it cannot do reliably. The flights themselves must be followed.

Divide the wall into rings of equal length. Let M_i be the flux reaching ring i directly from the mouth, relative to the mouth flux, and F_ij the fraction of molecules leaving ring i that next strike ring j. Equal ring areas make F symmetric. The relative impingement rate I_i obeys

I_i = M_i + Σ_j F_ij [1 − β(1 − θ_j)] I_j.

Since β(1 − θ_j)I_j = dθ_j/dE, integration over the pulse gives, for the accumulated impingements Ψ_i,

Ψ_i = M_i E + Σ_j F_ij (Ψ_j − θ_j), θ_i = 1 − exp(−βΨ_i).

I solved these equations by Newton iteration for a pore 110 d long with rings of 0.2 d, taking M and F from the view factors between coaxial discs. For β = 0.01, 0.1 and 1, U is 4.2, 4.3 and 4.3 µm, and the width is 2.04, 0.69 and 0.28 µm. At β = 1, a second run with the ring length halved and the pore shortened to 70 d moves U by 0.5 %. With equal rings and equal pore length, U differs by only 0.16 % between β = 0.1 and 1. The last tenfold increase in sticking narrows the front by a factor of 2.5 instead of 3.16.

The tail changes too. At β = 1, coverage is 3.2 % five diameters beyond x50 and still 1.3 % at ten. Between those two points, five diameters apart, diffusion theory would multiply it by exp(−5√3) = 1.7 × 10⁻⁴. The reason is geometrical. Two discs a large distance z apart have view factor V ≈ d²/(4z²), and the probability density for a flight from wall to wall is (d/4) d²V/dz² ≈ 3d³/(8z⁴). This power law, unlike an exponential, lets molecules from the coated section land well ahead of the front. It does not depend on β, so the exponential tail also fails far enough ahead at β = 0.1 and 0.01. At β = 0.1 the 1 % depth is 5.61 µm instead of 5.19 µm, and raising β from 0.1 to 1 shortens it by 2.6 % instead of 9.9 %. A coverage of 0.1 % lies at about 8.9 µm for both, and at about 9.5 µm for β = 0.01.

**Beside a real process**

The model corresponds to an idealized half-cycle of atomic layer deposition in a deep hole, without desorption, any influence of reaction products, or loss on wall already coated. Ozone or plasma radicals that recombine on coated wall are consumed along the whole coated length, and the growth of depth as √E then fails. Sticking probabilities there are often far below one, so β = 1 is a limiting case, and whether a process lies on the plateau must be judged from βE. Real reactors can break the assumption of constant mouth density. On the plateau U varies as √E, so a mean mouth density 20 % lower, with the same pulse length, reduces U by about 11 %. Film growth also narrows the hole: at a rough 0.1 nm per cycle, 100 cycles reduce a 100 nm diameter to 80 nm, and a further pulse of the same exposure then reaches about 20 % less far. Either effect outweighs the 1.7 % gained from a hundredfold increase in sticking. While these assumptions hold and βE stays large, doubling a coated depth of many diameters takes nearly four times the exposure: with straight flights at β = 1, a fourfold exposure multiplies U by 2.16 starting from 5 diameters and by 2.05 starting from 24.
